\section*{Peak Growth Rate of Randomly Nucleated Hemispherical Islands in Atomic Layer Deposition}

\section*{Problem}

Atomic layer deposition on a substrate that resists the surface reaction often begins with separate islands. The growth per cycle is then small at first, because little reactive surface is present. It need not approach its steady value from below: it can pass through a maximum. This exercise finds that maximum for a simple model.

The model has the following assumptions.
\begin{itemize}
\item Before the first cycle, point nuclei lie on a flat substrate at random, independently of one another, with mean number $N$ per unit area. No nuclei are added later.
\item Material is deposited on existing film and not on bare substrate.
\item Every exposed film surface advances along its normal by the same distance $G$ per cycle. This $G$ is also the growth per cycle of a closed planar film.
\end{itemize}
After $n$ cycles each nucleus has therefore become a hemisphere of radius $r=Gn$, and the film is the union of these overlapping hemispheres. The cycle number is treated as continuous; part (d) checks this. The mean thickness $h$ is the film volume per unit substrate area.

\begin{enumerate}
\item[(a)] Find $h(r)$ and the relative growth rate $g=dh/dr$, which is the growth per cycle divided by $G$.
\item[(b)] Obtain $g$ a second time from the exposed surface area, and explain how it can exceed one.
\item[(c)] Show that $g$ has a single maximum and find by what percentage it exceeds the planar value.
\item[(d)] For $N=0.01\ \mathrm{nm^{-2}}$ and $G=0.10$ nm per cycle, find when the maximum occurs and describe the film at that moment.
\end{enumerate}

\section*{Hints}

\textbf{For (a).} Fix a height $z$ above the substrate. Which nuclei could have filled a given point at that height? For independent random nuclei, the probability that an area $A$ contains none is $e^{-NA}$. The height integral can be written with Dawson's function,
\begin{equation}
D(x)=e^{-x^2}\int_0^x e^{t^2}\,dt .
\end{equation}

\textbf{For (b).} Cut a hemisphere into slices of equal height and compare their curved areas. A point on one hemisphere is exposed if no other hemisphere contains it.

\textbf{For (c).} Find a first-order differential equation for $D$. It turns the condition $g'=0$ into an algebraic relation between $D$ and $x$. For uniqueness, ask in which direction a suitable function can cross zero.

\textbf{For (d).} One length, formed from $N$, sets the scale of the whole process.

\section*{Solution}

\subsection*{(a) Thickness and growth rate}

Consider a point at height $z$, with $0<z<r$. A nucleus at lateral distance $\rho$ has filled it if $\rho^2+z^2<r^2$. The point is therefore empty if a disc of radius $\sqrt{r^2-z^2}$, centred below it, contains no nucleus. The area of this disc is $\pi(r^2-z^2)$, so
\begin{equation}
P_{\rm empty}(z)=e^{-\pi N(r^2-z^2)} .
\end{equation}
The filled fraction at height $z$ is $1-P_{\rm empty}$. Nothing lies above $z=r$, and integration over height gives the volume per unit area:
\begin{equation}
h=\int_0^r\left[1-e^{-\pi N(r^2-z^2)}\right]dz
 =r-e^{-\pi N r^2}\int_0^r e^{\pi N z^2}\,dz .
\end{equation}
Define
\begin{equation}
L=\frac{1}{\sqrt{\pi N}},\qquad x=\frac rL ,
\end{equation}
so that a disc of radius $L$ holds one nucleus on average. With $z=Lt$ we have $dz=L\,dt$ and $\pi Nz^2=t^2$, and hence
\begin{equation}
h=r-L\,e^{-x^2}\int_0^x e^{t^2}dt=r-L\,D(x). \label{thick}
\end{equation}
The term $LD$ is the thickness by which the film lags behind a planar film grown from the first cycle.

The product rule applied to the definition of $D$ gives
\begin{equation}
D'=-2x\,e^{-x^2}\int_0^x e^{t^2}dt+e^{-x^2}e^{x^2}=1-2xD. \label{ode}
\end{equation}
Since $dx/dr=1/L$, the factor $L$ cancels in the derivative of (\ref{thick}):
\begin{equation}
g=\frac{dh}{dr}=1-D'(x)=2x\,D(x). \label{rate}
\end{equation}

The early limit is a useful check. For small $x$, $D\approx x-\tfrac23x^3$, so
\begin{equation}
h\approx \tfrac23Lx^3=\tfrac{2\pi}{3}Nr^3,\qquad g\approx2x^2=2\pi Nr^2 .
\end{equation}
These are the volume and the curved area of $N$ separate hemispheres per unit area, as they must be before overlap matters.

\subsection*{(b) The same rate from the exposed area}

If each exposed surface element advances by $dr$ along its normal, the added volume is the exposed area times $dr$. Thus $g$ should equal the exposed film area per unit substrate area.

A slice of a hemisphere between $z$ and $z+dz$ has circumference $2\pi\sqrt{r^2-z^2}$ and slant width $r\,dz/\sqrt{r^2-z^2}$. Its curved area is the product, $2\pi r\,dz$, whatever its height. A point on this slice is exposed if no other nucleus lies within lateral distance $\sqrt{r^2-z^2}$. Because the nuclei are independent, the presence of the point's own nucleus does not alter the probability of finding others, which is again given by the exponential of part (a). Summing over $N$ hemispheres,
\begin{align}
g&=N\int_0^r2\pi r\,e^{-\pi N(r^2-z^2)}dz\\
 &=2\pi N r\,L\,D(x)=\frac{2r}{L}D(x)=2xD(x),
\end{align}
where $\pi N=1/L^2$ was used. This agrees with (\ref{rate}).

The area argument shows why growth can be faster than planar. A rough film exposes more area than the substrate beneath it. The covered fraction of the substrate is
\begin{equation}
\theta=1-P_{\rm empty}(0)=1-e^{-x^2},
\end{equation}
and $g/\theta$ is the mean film area above each unit of covered substrate. For isolated hemispheres this ratio is 2. Growth speeds up as coverage spreads, while overlap removes the steep flanks and lowers the ratio. The maximum is the balance of these two trends.

\subsection*{(c) The maximum}

Differentiate (\ref{rate}) and insert (\ref{ode}):
\begin{align}
g'&=2D+2xD'=2D+2x(1-2xD)\\
  &=2\left[x+(1-2x^2)D\right]. \label{gprime}
\end{align}
For $0<x\le1/\sqrt2$ the factor $1-2x^2$ is not negative, so $g'>0$ and there is no maximum. For $x>1/\sqrt2$ define
\begin{equation}
q(x)=\frac{x}{2x^2-1}-D(x),\qquad g'=2(2x^2-1)\,q(x). \label{qdef}
\end{equation}
The prefactor is positive, so $q$ and $g'$ have the same sign. The derivative of $q$ is
\begin{align}
q'&=\frac{(2x^2-1)-x\cdot4x}{(2x^2-1)^2}-D'\\
 &=-\frac{2x^2+1}{(2x^2-1)^2}-(1-2xD).
\end{align}
At a zero of $q$ we have $D=x/(2x^2-1)$, and therefore
\begin{equation}
1-2xD=\frac{2x^2-1-2x^2}{2x^2-1}=-\frac1{2x^2-1}.
\end{equation}
Insertion gives
\begin{equation}
q'=\frac{-(2x^2+1)+(2x^2-1)}{(2x^2-1)^2}
  =-\frac{2}{(2x^2-1)^2}<0. \label{slope}
\end{equation}
Every zero of $q$ is thus a crossing from positive to negative. Two successive downward crossings would need an upward crossing between them, which (\ref{slope}) forbids. So $q$ has at most one zero. If it has one, $g$ rises before it and falls after it, and the zero is the global maximum.

To locate the zero we need values of $D$. A series with positive terms follows from expanding $e^{t^2}$ and integrating term by term:
\begin{equation}
D(x)=e^{-x^2}\sum_{k=0}^{\infty}\frac{x^{2k+1}}{k!\,(2k+1)} .
\end{equation}
Sixteen terms give $D(1.50)=0.428249$ and $D(1.51)=0.425402$. The bracket in (\ref{gprime}) is then
\begin{align}
x=1.50:&\quad 1.50-3.50\times0.428249=+0.00113,\\
x=1.51:&\quad 1.51-3.5602\times0.425402=-0.0045 .
\end{align}
The sign changes, so the zero exists and lies in this interval. Linear interpolation places it at
\begin{equation}
x^*\approx1.50+0.01\times\frac{0.00113}{0.00113+0.0045}\approx1.502,
\end{equation}
and the refined numerical root is $1.50198$.

At the maximum, $D=x^*/(2x^{*2}-1)$. Hence
\begin{equation}
g^*=2x^*D(x^*)=\frac{2x^{*2}}{2x^{*2}-1}=1+\frac1{2x^{*2}-1}. \label{gstar}
\end{equation}
With $2x^{*2}=4.512$ the last term is $1/3.512=0.2847$. The largest growth rate is
\begin{equation}
\boxed{g^*\approx1.285,}
\end{equation}
which is about 28.5 percent above steady planar growth.

Neither $N$ nor $G$ appears in $g^*$. They determine when the peak occurs, but not its relative height. Direct maximisation of the numerically differentiated height integral, at three densities spanning a factor of 100, gave 1.28475 each time. The exposed area was also measured on simulated random nuclei. At the peak it was 1.281 against the formula's 1.285, and at $x=3$ it was 1.079 against 1.070. Both differences are within the test's tolerance of 0.02, which allows for the scatter of a finite random sample.

\subsection*{(d) Numbers for one film}

The density $0.01\ \mathrm{nm^{-2}}$ equals $10^{12}\ \mathrm{cm^{-2}}$. The length scale is
\begin{equation}
L=\frac1{\sqrt{\pi\times0.01\ \mathrm{nm^{-2}}}}=5.642\ \mathrm{nm}.
\end{equation}
The radius and cycle number at the peak are
\begin{equation}
r^*=1.502\times5.642\ \mathrm{nm}=8.47\ \mathrm{nm},\qquad
n^*=\frac{8.474}{0.10}\approx85,
\end{equation}
and the growth per cycle is $1.285\times0.10=0.1285$ nm. The coverage and mean thickness are
\begin{align}
\theta^*&=1-e^{-2.256}=0.895,\\
h^*&=r^*-LD(x^*)=8.474-5.642\times0.4277=6.06\ \mathrm{nm}.
\end{align}
The fastest growth therefore occurs while about a tenth of the substrate is still bare. The covered part carries $1.285/0.895=1.44$ units of film area per unit of substrate. This is well below the value 2 for isolated hemispheres, but enough to outweigh the missing coverage.

Is the continuous treatment adequate? One cycle changes $x$ by $\Delta=G/L=0.0177$, and the thickness added in that cycle is $G$ times the average of $g$ over the interval. Differentiating (\ref{qdef}) at $q=0$ and using (\ref{slope}) gives the curvature at the peak,
\begin{equation}
g''(x^*)=2(2x^{*2}-1)\,q'(x^*)=-\frac4{2x^{*2}-1}\approx-1.14 .
\end{equation}
The average of $(x-x^*)^2$ over an interval of width $\Delta$ centred on the peak is $\Delta^2/12$. To leading order, averaging lowers the maximum by $1.14\,\Delta^2/24\approx1.5\times10^{-5}$, which is negligible. The actual cycles are not centred on the peak. Cycle 85 runs from $n=84$ to $85$, and its midpoint lies 0.24 cycle before the peak at $n=84.74$. This offset adds $\tfrac12\times1.14\,(0.24\Delta)^2\approx1.0\times10^{-5}$, so the lowering is about $2.5\times10^{-5}$, which is still negligible. The largest whole-cycle increment is 0.1285 nm, in cycle 85.

The position of the peak can be turned into a nucleus density. From $x^*=Gn^*\sqrt{\pi N}$,
\begin{equation}
N=\frac{x^{*2}}{\pi G^2n^{*2}} .
\end{equation}
The maximum is flat, so $n^*$ is hard to read from data. In the example $g$ stays within 1 percent of $g^*$ from about cycle 77 to cycle 94, and over this range the formula gives between 0.81 and 1.22 times the true $N$. The inference is also only as good as the model. If all islands start with a common radius $r_0<r^*$, for example, then $r=r_0+Gn$. The peak height is unchanged, since $h$ depends on $r$ alone, but the peak comes $r_0/G$ cycles earlier and the formula would overestimate $N$. Continuing nucleation, growth on the substrate itself, or another island shape can change the function $g$, and the value 1.285 then need not hold.

\section*{Variation 1: nuclei on a square lattice}

\textbf{Question.} Keep the density $N$, but place the nuclei on a square lattice of spacing $a=1/\sqrt N$. What is the largest relative growth rate?

\textbf{Solution.} Use the exposed area $S$ per cell, with $g=S/a^2$. Until neighbours touch at $r=a/2$, each hemisphere is whole and $S=2\pi r^2$, which increases with $r$.

For $a/2<r<a/\sqrt2$, each of the four cell walls cuts off half of a spherical cap of height $r-a/2$. A full cap has area $2\pi r(r-a/2)$, so
\begin{align}
S&=2\pi r^2-4\pi r\left(r-\frac a2\right)=2\pi r(a-r),\\
\frac{dS}{dr}&=2\pi(a-2r)<0 .
\end{align}

For $r>a/\sqrt2$ the substrate is covered and the caps overlap at the cell corners. Let $R(\phi)$ be the distance from the nucleus to the cell wall in direction $\phi$. An element of substrate $\rho\,d\rho\,d\phi$ carries film area larger by the factor $r/\sqrt{r^2-\rho^2}$, so the area per unit angle is
\begin{equation}
s=\int_0^R\frac{r\rho\,d\rho}{\sqrt{r^2-\rho^2}}=r(r-w),\qquad w=\sqrt{r^2-R^2}.
\end{equation}
With $dw/dr=r/w$,
\begin{equation}
\frac{ds}{dr}=2r-w-\frac{r^2}{w}=-\frac{(r-w)^2}{w}<0 .
\end{equation}
The area keeps falling in every direction. The maximum is therefore at first contact:
\begin{equation}
g_{\max}=\frac{2\pi(a/2)^2}{a^2}=\frac\pi2\approx1.571 .
\end{equation}
The overshoot is 57 percent, against 28.5 percent for random nuclei. The figure of 28.5 percent thus depends on the arrangement of the nuclei.

For the density of part (d), $a=10$ nm and contact occurs at $r=5$ nm, after 50 cycles. At that radius the random film has not yet reached the planar rate, which it does after 52.1 cycles. On the lattice no area has been lost before contact. A random island, by contrast, has already met a neighbour if another nucleus lies within $2r$, which at $r=5$ nm has probability $1-e^{-4\pi Nr^2}=0.96$.

\section*{Variation 2: what becomes of the nucleation delay?}

\textbf{Question.} For random nuclei, when is the deficit $r-h$ relative to an undelayed planar film largest, and does it persist?

\textbf{Solution.} By (\ref{thick}) the deficit is $LD(x)$. It is stationary where $D'=0$, which by (\ref{ode}) means $2xD=g=1$. The numerical root on the rising side of the peak is $x=0.924$, reached after 52.1 cycles in the example. There $D=1/(2x)$, so the deficit is
\begin{equation}
\frac{L}{2x}=\frac{5.642\ \mathrm{nm}}{2\times0.924}=3.05\ \mathrm{nm},
\end{equation}
or about 31 cycles of planar growth.

For the late behaviour, put $s=x^2-t^2$ in Dawson's integral. Then $dt=-ds/(2t)$ with $t=x\sqrt{1-s/x^2}$, and
\begin{equation}
D=\frac1{2x}\int_0^{x^2}\frac{e^{-s}\,ds}{\sqrt{1-s/x^2}} .
\end{equation}
For large $x$ the factor $e^{-s}$ confines the main contribution to $s\ll x^2$. Expand the reciprocal root $1/\sqrt{1-s/x^2}$ as $1+s/(2x^2)+3s^2/(8x^4)+\dots$ and use $\int_0^\infty s^k e^{-s}ds=k!$:
\begin{align}
D&\approx\frac1{2x}\left(1+\frac1{2x^2}+\frac3{4x^4}\right),\\
g&\approx1+\frac1{2x^2}+\frac3{4x^4},\qquad r-h\approx\frac{L^2}{2r}.
\end{align}
Past its peak, $g$ falls steadily towards 1 and so stays above 1. Hence $x=0.924$ is the only stationary point of the deficit and its maximum. From then on the film catches up, and in this model the deficit tends to zero.

The recovery is slow. After 300 cycles, $r=30$ nm and $x=5.317$. The growth rate is still 1.9 percent above planar and the deficit is 0.540 nm. The leading law gives 0.531 nm; the next factor, $1+1/(2x^2)=1.018$, accounts for the difference.

This affects how a delay is read from a thickness curve. Extrapolating the tangent at radius $r$ back to zero thickness gives an apparent delay of $(r-h/g)/G$ cycles. At the growth peak and after 300 cycles this is
\begin{align}
\frac{8.474-6.061/1.285}{0.10}&\approx38\ \text{cycles},\\
\frac{30-29.46/1.0187}{0.10}&\approx11\ \text{cycles}.
\end{align}
Yet every nucleus has grown from the first cycle. In this model the extrapolated delay depends on where the tangent is drawn and is not an incubation time. The late thickness used here, 29.46 nm, is the radius of 30 nm less the deficit of 0.540 nm.

\section*{Calculated quantities}
\begin{verbatim}
nucleus density N = 0.01 nm^-2 = 1.0e+12 cm^-2
planar growth per cycle G = 0.10 nm/cycle
length L = 5.642 nm
ratio G/L = 0.0177 (no unit)
x = 1.50: D = 0.428249, x+(1-2x^2)D = 0.001128
x = 1.51: D = 0.425402, x+(1-2x^2)D = -0.004515
peak position x* = 1.50198 (no unit)
Dawson function at peak D(x*) = 0.42769 (no unit)
peak relative rate g* = 1.28475 (no unit)
excess over planar growth = 28.47 percent
direct maximum at N = 0.001 nm^-2: 1.28475
direct maximum at N = 0.010 nm^-2: 1.28475
direct maximum at N = 0.100 nm^-2: 1.28475
exposed area, x = 0.500: simulated 0.424, formula 0.424
exposed area, x = 1.502: simulated 1.281, formula 1.285
exposed area, x = 3.000: simulated 1.079, formula 1.070
island radius at peak = 8.474 nm
cycle number at peak = 84.7 cycles
peak growth per cycle = 0.1285 nm/cycle
coverage at peak = 0.8952, simulated 0.8942
mean thickness at peak = 6.061 nm, simulated 6.059 nm
largest whole-cycle increment = 0.1285 nm
cycle with largest increment = 85
rate equals planar at x = 0.92414 (no unit)
rate equals planar after 52.1 cycles
largest thickness deficit = 3.053 nm
deficit at the rate peak = 2.413 nm
late cycle number = 300, x = 5.317
late relative rate = 1.01872, late law 1.01862
late deficit = 0.5404 nm, late law 0.5305 nm
square-lattice peak relative rate = 1.5708 (no unit)
square-lattice peak radius / spacing = 0.500
\end{verbatim}
